\section*{Linear or nonlinear Thomas-Fermi screening of donors in heavily doped silicon}

\section{What goes wrong with the linear setting}

A calculation of impurity scattering needs the potential of an ionised donor surrounded by free electrons. The linear setting is a Yukawa potential, obtained by assuming that the donor disturbs the electron gas weakly. For a singly charged donor in silicon with $10^{20}$ electrons per cm$^3$, this assumption fails inside about 5 \AA. There the donor potential energy exceeds the Fermi energy, and the electrons pile up more than linear response allows. At 2 \AA\ the Yukawa attraction is 0.432 eV, while the nonlinear equation from which it was derived gives 0.383 eV. The potential that the electrons produce at the ion itself is wrong by almost a factor of two.

Switching to the nonlinear equation removes this inconsistency but does not make the potential true. Both settings assume that the electron density depends only on the local potential, and for this donor that assumption fails as well. The choice therefore needs two separate numbers: the error of linearising, and the error of the local model.

\section{The equation behind both settings}

Atomic units are used in the algebra. The donor has charge $Z$, the crystal has relative permittivity $\varepsilon$, and the other donors are smeared into a uniform positive background of density $n_0$. The temperature is zero. Let $\phi>0$ be minus the potential energy of an electron.

Silicon has $g=6$ equivalent ellipsoidal valleys. Below energy $E$ the volume of one ellipsoid in $k$ space is $(4\pi/3)(2E)^{3/2}(m_l m_t^2)^{1/2}$. With two spins and $(2\pi)^{-3}$ states per unit volume,
\begin{equation}
n(E)=\frac{g\,(2mE)^{3/2}}{3\pi^2},\qquad m=(m_l m_t^2)^{1/3}.
\end{equation}
The Fermi energy satisfies $n(E_F)=n_0$, and $k_F=\sqrt{2mE_F}$. The Thomas-Fermi assumption is that at radius $r$ electrons fill states up to kinetic energy $E_F+\phi(r)$, so $n=n_0(1+\phi/E_F)^{3/2}$. Since the electron charge is $-1$, $\phi$ equals the electrostatic potential, and the charge density away from the ion is $n_0-n$. Poisson's equation becomes
\begin{equation}
\nabla^2\phi=\frac{4\pi n_0}{\varepsilon}\left[\left(1+\frac{\phi}{E_F}\right)^{3/2}-1\right],
\label{eq:tf}
\end{equation}
with $\phi\to Z/(\varepsilon r)$ at the ion and $\phi\to0$ far away.

For $\phi\ll E_F$ the bracket is $3\phi/(2E_F)$. Then $\nabla^2\phi=q^2\phi$ with
\begin{equation}
q^2=\frac{6\pi n_0}{\varepsilon E_F},\qquad \phi_Y=\frac{Z}{\varepsilon r}e^{-qr}.
\end{equation}
This is the linear setting. It uses the small-$\phi$ expansion even where $\phi$ diverges.

To compare the two, put $x=qr$ and $\phi=E_F\,u(x)/x$. For a radial function $\nabla^2\phi=(r\phi)''/r$, which equals $E_Fq^2u''/x$. The prefactor in (\ref{eq:tf}) is $4\pi n_0/\varepsilon=\tfrac23q^2E_F$. Hence
\begin{equation}
u''=\frac{2x}{3}\left[\left(1+\frac ux\right)^{3/2}-1\right],\quad u(0)=\alpha=\frac{Zq}{\varepsilon E_F},\quad u(\infty)=0.
\label{eq:u}
\end{equation}
The Yukawa form is $u_Y=\alpha e^{-x}$. One number, $\alpha$, fixes the whole comparison.

\section{Solving it by shooting}

The right side of (\ref{eq:u}) behaves as $x^{-1/2}$ at the origin, which spoils a standard integrator. Put $x=t^2$ and $p=du/dx$, so that $d/dt=2t\,d/dx$. With $a=\sqrt{t^2+u}$,
\begin{equation}
\frac{du}{dt}=2tp,\qquad
\frac{dp}{dt}=\frac43(a^3-t^3)=\frac43\,\frac{u\,(a^2+at+t^2)}{a+t}.
\end{equation}
The last form follows from $a-t=(a^2-t^2)/(a+t)=u/(a+t)$. It is regular at $t=0$ and avoids subtracting nearly equal numbers in the tail.

Write $s=-u'(0)$ for the unknown initial slope. Near the ion $u''\approx\frac23\alpha^{3/2}x^{-1/2}$, and two integrations give
\begin{equation}
u=\alpha-sx+\tfrac89\alpha^{3/2}x^{3/2}+\dots
\label{eq:near}
\end{equation}
Thus $\phi\to Z/(\varepsilon r)-E_Fs$: the electrons shift the potential at the ion by $-E_Fs$. The Yukawa value is $-E_F\alpha=-Zq/\varepsilon$.

Bisection finds $s$ because the right side of (\ref{eq:u}) increases with $u$. Let $d$ be the difference between a trial and the decaying solution, both starting from $\alpha$. If $d'(0)>0$, then $d''>0$ as long as $d>0$, so $d$ grows at least linearly and the trial eventually turns upward. If $d'(0)<0$, the signs reverse and the trial crosses zero. The two failures tell which way to correct the slope, and no second decaying solution exists.

The outward solution should not be used for the tail. At large $x$ the difference obeys $d''\approx d$, so a slope error $\delta$ grows as $\delta e^{x}$ while the solution falls as $Ae^{-x}$. They become comparable at $x=\frac12\ln(1/\delta)+\text{const}$. Reducing $\delta$ by 100 should move the failure outward by $\frac12\ln100=2.303$. In the example, relative slope errors of $10^{-6}$ and $10^{-8}$ make the trial fail at $x=6.634$ and $8.936$, a gain of 2.302.

The remedy is to start at large $x$ with $u=Ae^{-x}$, $u'=-u$, and integrate inward. The unwanted solution $e^x$ now decays along the path. The amplitude $A$ is adjusted until $u(0)=\alpha$. Both directions give $s=5.5221774$ in the example.

\section{The sign and place of the error}

Collect everything beyond linear response in $R=u''-u$. With $b^2=1+u/x$ we have $u=x(b^2-1)$, so
\begin{equation}
R=\frac{2x}{3}\left[b^3-1-\frac32(b^2-1)\right]=\frac{2x}{3}(b-1)^2\left(b+\frac12\right)>0.
\end{equation}
Direct differentiation gives
\begin{align}
\frac{d}{dx}\left[e^{-x}(u'+u)\right]&=e^{-x}R,\\
\frac{d}{dx}\left[u'\sinh x-u\cosh x\right]&=R\sinh x.
\end{align}
Integrate both from 0 to infinity. The first bracket runs from $\alpha-s$ to 0, the second from $-\alpha$ to $-A$:
\begin{equation}
s-\alpha=\int_0^\infty e^{-x}R\,dx,\qquad
\alpha-A=\int_0^\infty R\sinh x\,dx.
\label{eq:ids}
\end{equation}
Therefore $s>\alpha$ and $A<\alpha$: within this model, nonlinear screening is stronger at the ion and leaves a weaker tail.

The first derivative identity says more. Its bracket increases towards zero, so it is negative and $(ue^x)'=e^x(u'+u)<0$. The ratio $\phi_Y/\phi=\alpha e^{-x}/u$ therefore starts at 1 and rises steadily to $\alpha/A$. Yukawa screening overestimates the attraction at every $r>0$, and its relative error is largest far away.

The absolute error behaves the other way. In units of $E_F$ it is $D=(u_Y-u)/x$, which satisfies $\nabla^2D=D-R/x$. Thus $D$ is the convolution of $e^{-x}/(4\pi x)$ with $R/x$. Both functions decrease with radius; for $R/x$ this follows because $u/x$, and hence $b$, decreases. Each can be built from uniform balls centred on its origin, and the overlap of two balls does not grow when their centres separate. So $D$ decreases outward from its value $s-\alpha$ at the ion.

\section{When linearisation is harmless}

\subsection{Small $\alpha$}

Evaluate the first integral in (\ref{eq:ids}) by splitting it at $x=\delta$, with $\alpha\ll\delta\ll1$. Outside, $u\approx\alpha e^{-x}$ and $R\approx u^2/(4x)$, so the contribution is
\begin{equation}
\frac{\alpha^2}{4}\int_\delta^\infty\frac{e^{-3x}}{x}dx\approx\frac{\alpha^2}{4}\left[-\ln(3\delta)-\gamma\right],
\end{equation}
where $\gamma=0.577$ is Euler's constant. Inside, $u\approx\alpha$ and $e^{-x}\approx1$. With $x=\alpha z$ and $\Lambda=\delta/\alpha$ the contribution is
\begin{equation}
\frac{2\alpha^2}{3}\int_0^\Lambda\left[\frac{(1+z)^{3/2}}{z^{1/2}}-z-\frac32\right]dz.
\end{equation}
Substituting $z=\sinh^2\theta$ turns the first term into
\begin{equation}
2\int\cosh^4\theta\,d\theta=\tfrac34\theta+\tfrac12\sinh2\theta+\tfrac1{16}\sinh4\theta.
\end{equation}
At the upper limit, for large $\Lambda$, $\theta\approx\frac12\ln4\Lambda$, $\sinh2\theta\approx2\Lambda+1$ and $\sinh4\theta\approx8\Lambda^2+8\Lambda+1$. The powers of $\Lambda$ cancel against $-\Lambda^2/2-3\Lambda/2$, leaving $\frac38\ln4\Lambda+\frac9{16}$. Multiply by $2\alpha^2/3$ and add the outer part; $\delta$ drops out:
\begin{equation}
\frac s\alpha-1\approx\frac\alpha4\left[\ln\frac{4}{3\alpha}+\frac32-\gamma\right].
\label{eq:weak}
\end{equation}
The logarithm comes from the range between $x\approx\alpha$, where $\phi\approx E_F$, and $x\approx1$. There $\phi$ is below $E_F$, but the second-order term falls only as $1/x$. The core where $\phi$ exceeds $E_F$ exists around a point charge however small $\alpha$ is; it cuts this range off and adds only to the constant. Compared with the shooting result, (\ref{eq:weak}) misses the deviation $s/\alpha-1$ by 0.5\% of itself at $\alpha=0.01$ and by 0.05\% at 0.001.

At $\alpha=0.1$ the formula gives a 9\% deviation. Since $q\propto k_F^{1/2}$ and $E_F\propto k_F^2$, $\alpha\propto n_0^{-1/2}$. Reaching $\alpha=0.1$ in this silicon model would need about $9\times10^{22}$ electrons per cm$^3$, more than the roughly $5\times10^{22}$ atoms per cm$^3$ of the crystal. Doping does not reach the weak limit in silicon. This is a consequence of its six heavy valleys: for a single light valley with rough InAs values ($m=0.023$, $\varepsilon=15$, parabolic band) the same formulas give $\alpha=0.1$ near $4\times10^{17}$ cm$^{-3}$.

\subsection{Large $\alpha$}

Put $w=u+x$, so that $w''=\frac23(x^{-1/2}w^{3/2}-x)$. For large $\alpha$ the final term is negligible near the ion. Setting $w=\alpha\chi(x/b_0)$ with $b_0^{3/2}=\frac32\alpha^{-1/2}$ gives the equation of the neutral Thomas-Fermi atom, $\chi''(y)=\chi^{3/2}/y^{1/2}$, whose initial slope is $-1.588$. Since $w'(0)=1-s$,
\begin{equation}
s\approx1+1.588\left(\tfrac23\right)^{2/3}\alpha^{4/3}.
\end{equation}
At $\alpha=1000$ the computed slope agrees with this to 3 parts in a million when the constant is taken as 1.588071. At the example's $\alpha=2.94$ the formula gives 6.11, 11\% above the computed 5.52. The leading weak formula would give a deviation of 0.10 instead of 0.88. For the shift at the ion, the strong-coupling formula is therefore the better guide here.

\section{A donor at $10^{20}$ cm$^{-3}$}

Take $Z=1$, $\varepsilon=11.7$, $m_l=0.92$ and $m_t=0.19$, which are rough values for silicon. Then $m=0.321$, $k_F=0.0790$ \AA$^{-1}$, $E_F=0.0740$ eV and $1/q=5.65$ \AA.

The coupling can be checked through a useful identity. Inserting $n_0=gk_F^3/(3\pi^2)$ into $q^2$ gives $1/(\varepsilon E_F)=\pi q^2/(2gk_F^3)$, hence
\begin{equation}
\alpha=\frac{4\pi Z}{g}\left(\frac{q}{2k_F}\right)^3.
\label{eq:link}
\end{equation}
With $q/2k_F=1/(2\times0.0790\times5.65)=1.12$, this is $2.094\times1.12^3=2.94$.

The shift at the ion is $-0.0740\times2.94=-0.218$ eV for Yukawa and $-0.0740\times5.522=-0.409$ eV (about $-0.0150$ hartree) for the nonlinear equation. The linear setting misses 0.191 eV, or 47\% of the nonlinear shift. Rebuilding $\phi$ from the Coulomb integral of the computed electron density reproduces the solution at 2, 5 and 10 \AA\ to within one part in $10^5$.

\begin{center}
\begin{tabular}{rrrr}
$r$ (\AA) & Yukawa (eV) & nonlinear (eV) & ratio\\
2 & 0.432 & 0.383 & 1.13\\
5 & 0.102 & 0.085 & 1.20\\
10 & 0.0210 & 0.0170 & 1.23\\
20 & 0.0018 & 0.0014 & 1.25
\end{tabular}
\end{center}

The total potential near the ion is dominated by $Z/(\varepsilon r)$, common to both settings, so a large error in the electronic part appears as a modest error in the total. The ratio approaches $\alpha/A=1.25$.

This suggests a compact replacement: a Yukawa potential with the same $q$ and its charge multiplied by $A/\alpha=0.80$. Dividing the ratios, before rounding, by $\alpha/A$ shows that it is about 1\% too weak at 10 \AA, 4\% at 5 \AA\ and 10\% at 2 \AA. It has the wrong charge at the ion. Fitting the shift at the ion instead, by raising $q$ to $sq/\alpha$, gives 0.317 eV at 2 \AA, already 17\% below the nonlinear value.

\section{When the nonlinear setting is no better}

A local density is justified when the potential varies slowly on the scale of the electron wavelength. A first requirement is $q\ll2k_F$; here the ratio is 1.12. Near the ion, compare the local wave number $k$ with $1/r$. At 2 \AA\ the local kinetic energy is 0.457 eV, so $k=0.0790\sqrt{0.457/0.0740}=0.196$ \AA$^{-1}$ and $kr=0.39$, where the approximation needs $kr\gg1$.

The cost can be sized in linear response, where the nonlocal answer is known. Replace $q^2$ by $q^2F(\eta)$, with $\eta=k/2k_F$ and the Lindhard function
\begin{equation}
F=\frac12+\frac{1-\eta^2}{4\eta}\ln\left|\frac{1+\eta}{1-\eta}\right|.
\end{equation}
The potential is then $\phi_k=4\pi Z/[\varepsilon(k^2+q^2F)]$. Subtracting the bare term $4\pi Z/(\varepsilon k^2)$ and integrating over $k$ gives the shift at the ion,
\begin{equation}
\phi_{\rm ind}(0)=-\frac{2Z}{\pi\varepsilon}\int_0^\infty\frac{q^2F}{k^2+q^2F}\,dk.
\end{equation}
For $F=1$ the integral is $\pi q/2$ and the Yukawa result returns. Because $F$ falls with $k$, electrons cannot follow the sharp core and the shift shrinks. With the anisotropic valley masses it is $-0.111$ eV, a factor 0.51 of the Yukawa value; an isotropic mass gives 0.52.

Nonlinearity thus multiplies the Yukawa shift by 1.88, while nonlocality multiplies it by 0.51. These calculations do not show how the effects combine, so they do not decide which setting lies closer to the true potential. That requires a nonlinear calculation with electron wavefunctions.

Equation (\ref{eq:link}) explains why the conflict is hard to escape. For $Z=1$ and $g=6$, $\alpha=1$ already implies $q/2k_F=0.78$. A regime that is strongly nonlinear yet has $q\ll2k_F$ needs $4\pi Z/g\gg1$, and the cube root makes this demanding: a single valley with $Z=1$ still has $q/2k_F=0.43$ at $\alpha=1$. A highly charged centre is needed: for $\alpha=1$ and $q/2k_F=0.2$, equation (\ref{eq:link}) gives $Z\approx60$ with six valleys and $Z\approx10$ with one, far beyond an ordinary donor. Even then, the region close to the ion must be checked separately.

\section{Beside a real source or drain}

An electron density of $10^{20}$ cm$^{-3}$ is roughly that of a heavily doped silicon source or drain; $10^{21}$ cm$^{-3}$, the top of the scan below, is high for electrically active donors. Besides the nonlocal response, which halves the linear shift at the ion, several other effects are neglected. Their sizes are estimated here, but not their influence on that shift. At 300 K, $k_BT/E_F=0.35$, and $q$ falls by 6\% at fixed density. The exchange energy of a uniform gas at $k_F$, $-k_F/(\pi\varepsilon)$, is $-0.031$ eV, or 42\% of $E_F$. A constant shift would not affect screening, but this one varies as $n^{1/3}$ while $E_F$ varies as $n^{2/3}$. It therefore lowers the slope of the chemical potential with density by $0.031/(2\times0.0740)=21\%$, which is not negligible. These figures are for spherical valleys and omit correlation; the ellipsoidal shape reduces the exchange term by a factor 0.95, to $-0.029$ eV and 20\%. Randomly placed donors have a mean nearest-neighbour distance of 11.9 \AA, so the isolated-ion tail beyond about half that distance overlaps with that of a neighbour. With a rough nonparabolicity of 0.5 eV$^{-1}$, the local density at 2 \AA\ would rise by a factor 1.36 at fixed potential and Fermi energy.

Closer in, the crystal itself does not screen with its full permittivity. The Resta model treats the valence electrons as a linear Thomas-Fermi gas with wave number $q_v=2.09$ \AA$^{-1}$, set by four valence electrons per atom. The gas completes its screening at a radius $R_v$ fixed by $\sinh(q_vR_v)=\varepsilon q_vR_v$. This gives $R_v=2.25$ \AA. The extra attraction is 0.003 eV at 2 \AA\ but 1.09 eV at 1 \AA, more than the entire 0.95 eV of the nonlinear solution there. The 0.191 eV error at the ion is therefore a property of the continuum model, not a prediction for a particular donor species.

\section{Choosing the setting}

Compute $\alpha$ and $q/2k_F$ first. The ratio $s/\alpha$ measures what linearisation costs at the ion. With masses, permittivity and zero temperature held fixed:

\begin{center}
\begin{tabular}{rrrr}
$n_0$ (cm$^{-3}$) & $\alpha$ & $s/\alpha$ & $q/2k_F$\\
$5\times10^{19}$ & 4.16 & 2.06 & 1.26\\
$10^{20}$ & 2.94 & 1.88 & 1.12\\
$5\times10^{20}$ & 1.32 & 1.54 & 0.86\\
$10^{21}$ & 0.93 & 1.44 & 0.76
\end{tabular}
\end{center}

\begin{itemize}
\item If $\alpha\lesssim0.1$, linear screening is adequate at about the 10\% level for the shift at the ion, within the local model.
\item If $\alpha\gtrsim1$ and $q\ll2k_F$, use the nonlinear equation where $kr\gg1$, but do not trust its far tail. At zero temperature the nonlocal response contains Friedel oscillations, which fall only as a power of $r$ and eventually exceed the exponential tail.
\item If $\alpha\gtrsim1$ and $q\gtrsim k_F$, as in every row above, treat the difference between the two settings as a warning. Use a nonlocal, nonlinear method when an accurate potential matters. The need is not confined to the core: in the example, the zero-temperature linear Lindhard potential exceeds the Yukawa one by about 40 to 50\% at 10 \AA, depending on how the valley masses are treated. At 20 \AA\ it has the opposite sign for an isotropic mass, while with ellipsoidal valleys the sign depends on direction. This reversal is a low-temperature feature: at 300 K the linear Lindhard potential at 20 \AA\ is attractive for the isotropic mass and, with ellipsoidal valleys, along [001], [110] and [111].
\end{itemize}

A mobility cannot be corrected by simply rescaling with $s/\alpha$: scattering samples the potential over a range of radii, where the error varies from zero to 25\% of the nonlinear potential in the example. The numerical output lists the potentials at further radii and the sizes of the neglected effects.

\section*{Calculated quantities}
\begin{verbatim}
inputs: Z 1, permittivity 11.7, valleys 6
masses m_l 0.92, m_t 0.19, DOS 0.3214 m_e
donor density 1.0e+20 cm^-3
Fermi energy 0.07402 eV
Fermi wave number 0.07902 1/angstrom
linear screening length 1/q 5.649 angstrom
alpha 2.94370
s outward 5.5221774, inward 5.5221774
s/alpha 1.8759
tail amplitude A 2.35883, A/alpha 0.8013
far Yukawa/TF ratio 1.2479
shift at ion, Yukawa -0.2179 eV
shift at ion, nonlinear TF -0.4087 eV
Yukawa error at ion 0.1909 eV
radius where phi = E_F 5.359 angstrom
screening charge 1.0000000 electrons
failure x, slope error 1e-6: 6.634; 1e-8: 8.936
r (angstrom), Yukawa (eV), TF (eV), error (eV), ratio
   1.0 1.031050 0.953198 0.077851 1.0817
   2.0 0.431880 0.382964 0.048917 1.1277
   3.0 0.241205 0.208153 0.033052 1.1588
   5.0 0.101570 0.084866 0.016704 1.1968
   7.5 0.043497 0.035618 0.007879 1.2212
  10.0 0.020956 0.016989 0.003966 1.2335
  15.0 0.005765 0.004636 0.001128 1.2434
  20.0 0.001784 0.001431 0.000353 1.2464
density (cm^-3), alpha, s/alpha, q/2k_F, Lindhard/local shift
  5e+19 4.1630 2.0617 1.2573 0.4953
  1e+20 2.9437 1.8759 1.1202 0.5224
  5e+20 1.3165 1.5443 0.8566 0.5865
  1e+21 0.9309 1.4379 0.7632 0.6139
weak-limit relative errors, alpha 0.01: 0.00495; 0.001: 0.00054
strong-limit s ratio at alpha 1000: 0.9999973
neglected effects at the main density:
Lindhard/local shift, isotropic mass 0.5224
Lindhard/local shift, anisotropic mass 0.5101
linear Lindhard shift at ion -0.1111 eV
kT/E_F at 300 K 0.3493
q(T)/q(0) at 300 K 0.9366
exchange shift at k_F -0.0310 eV
mean nearest-donor distance 11.93 angstrom
local kinetic energy at 2 angstrom 0.4570 eV
nonparabolic density factor there 1.3616
host screening radius 2.253 angstrom
host excess at 1 angstrom 1.0939 eV
host excess at 2 angstrom 0.0033 eV
\end{verbatim}
